# Why Brown–Zak maxima fix the flux and outlive Shubnikov–de Haas oscillations: a numerical check

```python
# Result under test: in a periodic potential of cell area S the drift part of
# sigma_xx is largest at flux Phi_0/q per cell, for every density and also at
# temperatures that erase Shubnikov-de Haas (SdH) oscillations.
# Symbols: phi = Phi_0/(B S); l = magnetic length; G = shortest reciprocal vector;
# V1 = Fourier amplitude of the moire potential; F_N = form factor of level N;
# w = V1 F_N; tau = current relaxation time; R = recurrence factor (1 = no loss).
# Working units: eV, nm, fs, K, T. Conductivity is in e^2/h, spin and valley included.
import numpy as np
from fractions import Fraction
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_laguerre, expit

HBAR = sc.hbar / sc.e * 1e15
PLANCK = 2 * np.pi * HBAR
KB = sc.k / sc.e
FLUX0 = sc.h / sc.e * 1e18            # T nm^2
VF = 1.0                              # nm/fs, equal to 1e6 m/s
PERIOD = 14.0
AREA = np.sqrt(3) / 2 * PERIOD**2
GLEN = 4 * np.pi / (np.sqrt(3) * PERIOD)
V1 = 0.005
TAU = 500.0
LEVELS = np.arange(25)                # levels kept in the projected formulas


def length2(phi):
    """Squared magnetic length for inverse flux phi."""
    return AREA * float(phi) / (2 * np.pi)


def cutoffs(phi, scale=1.0):
    """Highest electron and hole levels; fixed energies, so linear in phi."""
    return round(10 * scale * float(phi)), round(6 * scale * float(phi))


def cyclotron_factor(phi, j, size=260):
    """exp(i G_j.xi) built from ladder operators; G_j points at j*60 degrees."""
    gl = GLEN * np.sqrt(length2(phi))
    e, u = eigh_tridiagonal(np.zeros(size),
                            gl / np.sqrt(2) * np.sqrt(np.arange(1, size)))
    wave = (u * np.exp(1j * e)) @ u.T
    turn = np.exp(1j * (j * np.pi / 3 + np.pi / 2) * np.arange(size))
    return turn.conj()[:, None] * wave * turn[None, :]


def guiding_factors(frac, th1, th2):
    """exp(i G_j.R), j=0,1,2, in the magnetic Bloch representation."""
    p, num = frac.denominator, frac.numerator
    m = np.arange(p)
    t1 = np.diag(np.exp(1j * (th1 - 2 * np.pi * ((num * m) % p) / p)))
    t2 = np.exp(1j * th2) * np.roll(np.eye(p), 1, axis=0)
    t3 = np.exp(1j * np.pi * float(frac)) * t2 @ t1.conj().T
    return [t1, t2, t3]


def dirac_basis(phi, cut, odd):
    """Energies, v_x, v_x + i v_y and moire matrices of one Dirac valley."""
    npos, nneg = cut
    n = npos + 1
    labels = ([(0, 1)] + [(k, 1) for k in range(1, n)]
              + [(k, -1) for k in range(1, nneg + 1)])
    u = np.zeros((2 * n, len(labels)))
    for col, (level, s) in enumerate(labels):
        if level == 0:
            u[n, col] = 1.0
        else:
            u[level - 1, col] = 1 / np.sqrt(2)
            u[n + level, col] = s / np.sqrt(2)
    energy = np.array([s * HBAR * VF * np.sqrt(2 * k / length2(phi))
                       for k, s in labels])
    vx = VF * u.T @ np.kron(np.array([[0, 1], [1, 0]]), np.eye(n)) @ u
    vplus = VF * u.T @ np.kron(np.array([[0, 2], [0, 0]]), np.eye(n)) @ u
    sub = np.diag([1 + odd, 1 - odd])
    waves = [u.T @ np.kron(sub, cyclotron_factor(phi, j)[:n, :n]) @ u
             for j in range(3)]
    return energy, vx, vplus, waves


def mesh_points(frac, mesh, reduce):
    """Bloch-phase indices with multiplicity; reduce uses 60-degree rotations."""
    shift = (mesh // 2) * ((frac.numerator * frac.denominator) % 2)
    seen = set()
    for i in range(mesh):
        for k in range(mesh):
            if not reduce:
                yield i, k, 1
            elif (i, k) not in seen:
                orbit, a, b = {(i, k)}, i, k
                for _ in range(5):
                    a, b = b, (b - a + shift) % mesh
                    orbit.add((a, b))
                seen |= orbit
                yield i, k, len(orbit)


def bloch_solutions(frac, v1, mesh, cut=None, odd=0.0, reduce=True):
    """Yield multiplicity, energies and velocity (v_x, or v_x+iv_y if reduced)."""
    p = frac.denominator
    energy, vx, vplus, waves = dirac_basis(frac, cut or cutoffs(frac), odd)
    vel = vplus if reduce else vx
    h0 = np.diag(np.tile(energy, p))
    for i, k, count in mesh_points(frac, mesh, reduce):
        ts = guiding_factors(frac, 2 * np.pi * i / (p * mesh),
                             2 * np.pi * k / (p * mesh))
        pot = v1 * sum(np.kron(t, d) for t, d in zip(ts, waves))
        e, c = np.linalg.eigh(h0 + pot + pot.conj().T)
        moved = (vel @ c.reshape(p, len(energy), -1)).reshape(c.shape)
        yield count, e, c.conj().T @ moved


def kubo(frac, v1, settings, mesh, cut=None, odd=0.0, reduce=True):
    """sigma_xx in e^2/h for each (chemical potential, temperature, tau)."""
    out = np.zeros(len(settings))
    for count, e, v in bloch_solutions(frac, v1, mesh, cut, odd, reduce):
        v2 = np.abs(v)**2 * (count / 2 if reduce else 1.0)
        de = e[None, :] - e[:, None]
        far = np.abs(de) > 1e-6
        safe = np.where(far, de, 1.0)
        for s, (mu, temp, tau) in enumerate(settings):
            f = expit(-(e - mu) / (KB * temp))
            slope = (f * (1 - f) / (KB * temp))[:, None]
            weight = np.where(far, (f[:, None] - f[None, :]) / safe, slope)
            out[s] += np.sum(weight * v2 * tau / (1 + (de * tau / HBAR)**2))
    return 4 * PLANCK * out / (float(frac) * AREA * frac.denominator * mesh**2)


def recurrence_loss(frac, wt, mesh=6):
    """1-R from diagonalizing one projected Landau level; wt = w tau/hbar."""
    lost = total = 0.0
    for a in 2 * np.pi * np.arange(mesh) / mesh:
        for b in 2 * np.pi * np.arange(mesh) / mesh:
            ts = guiding_factors(frac, a, b)
            h = sum(t + t.conj().T for t in ts)
            v = sum(-1j * np.sin(j * np.pi / 3) * (t - t.conj().T)
                    for j, t in enumerate(ts))
            e, c = np.linalg.eigh(h)
            v2 = np.abs(c.conj().T @ v @ c)**2
            y = ((e[:, None] - e[None, :]) * wt)**2
            lost += np.sum(v2 * y / (1 + y))
            total += np.sum(v2)
    return lost / total


def form_factor(level, phi):
    x = GLEN**2 * length2(phi) / 2
    if level == 0:
        return np.exp(-x / 2)
    return np.exp(-x / 2) * (eval_laguerre(level, x)
                             + eval_laguerre(level - 1, x)) / 2


def chemical_potential(density_cm2):
    return HBAR * VF * np.sqrt(np.pi * density_cm2 * 1e-14)


# --- operator algebra, from ladder operators ---
test_phi = Fraction(10, 3)
d = [cyclotron_factor(test_phi, j) for j in range(3)]
low = slice(0, 15)
phase = np.exp(2j * np.pi * float(test_phi))
assert np.allclose((d[0] @ d[1])[low, low], phase * (d[1] @ d[0])[low, low],
                   atol=1e-8)
t = guiding_factors(test_phi, 0.3, 0.8)
assert np.allclose(np.kron(t[2] @ t[0], (d[2] @ d[0])[low, low]),
                   np.kron(t[1], d[1][low, low]), atol=1e-8)
four = Fraction(4)
wave4 = dirac_basis(four, cutoffs(four), 0.0)[3][0]
for level in range(0, 11):
    assert abs(wave4[level, level] - form_factor(level, four)) < 1e-8

# --- drift velocity: full Dirac problem against the projected formula ---
small_v = 5e-5
pick = cutoffs(four)[1] + 6           # position of electron level 6 in energy
numeric_v2 = np.mean([np.real(v[pick, pick])**2 for _, _, v in
                      bloch_solutions(four, small_v, 12, reduce=False)])
formula_v2 = 3 * (small_v * form_factor(6, four) * GLEN * length2(four) / HBAR)**2
assert abs(numeric_v2 / formula_v2 - 1) < 0.01

# --- loss of recurrence away from integer phi ---
worst_loss = 0.0
for frac in (Fraction(7, 2), Fraction(10, 3), Fraction(13, 4), Fraction(17, 5)):
    law = 16 * 0.005**2 * np.sin(np.pi * float(frac))**2
    worst_loss = max(worst_loss, abs(recurrence_loss(frac, 0.005) / law - 1))
assert worst_loss < 0.01      # next order in w tau is below one per cent
for q in (3, 4, 5):
    assert recurrence_loss(Fraction(q), 0.7) < 1e-12

# --- drift conductivity, prefactor included, in the weak-potential limit ---
dens_a, dens_b = 3e12, 4e12
mu_a, mu_b = chemical_potential(dens_a), chemical_potential(dens_b)
kt = KB * 150.0


def level_weights(phi, mu):
    e = HBAR * VF * np.sqrt(2 * LEVELS / length2(phi))
    f = expit(-(e - mu) / kt)
    return f * (1 - f) / kt


def drift_sigma(phi, v1, mu, tau):
    ff = np.array([form_factor(n, phi) for n in LEVELS])
    v2 = 3 * (v1 * ff * GLEN * length2(phi) / HBAR)**2
    return (4 * PLANCK / (float(phi) * AREA) * tau
            * np.sum(level_weights(phi, mu) * v2))


probe = [(mu_a, 150.0, 2000.0)]
extra = kubo(four, 3e-4, probe, 12)[0] - kubo(four, 0.0, probe, 1)[0]
drift_ratio = extra / drift_sigma(four, 3e-4, mu_a, 2000.0)
assert abs(drift_ratio - 1) < 0.03    # residual higher orders in V1

# --- thermal factor of an energy-dependent phase ---
spacing = (HBAR * VF)**2 / (length2(four) * mu_a)
x_th = 2 * np.pi**2 * kt / spacing
for ratio in (0.1, 0.3):              # kT / level spacing
    num = quad(lambda y: np.cos(2 * np.pi * ratio * y) / (4 * np.cosh(y / 2)**2),
               -40, 40, limit=400)[0]
    xx = 2 * np.pi**2 * ratio
    assert abs(num - xx / np.sinh(xx)) < 1e-7

# --- flux scan with the full Kubo sum ---
cases = [(mu_a, 150.0, TAU), (mu_b, 150.0, TAU), (mu_a, 250.0, TAU),
         (mu_a, 150.0, TAU / 10)]
third, sixth = Fraction(13, 3), Fraction(25, 6)
for frac in (third, Fraction(7, 2)):  # symmetry reduction against full sums
    full_sum = kubo(frac, V1, cases[:1], 4, reduce=False)[0]
    assert abs(kubo(frac, V1, cases[:1], 4)[0] / full_sum - 1) < 1e-5
meshes = {1: 18, 2: 8, 3: 6, 6: 4}
scan = {}
for k in range(16, 33):
    frac = Fraction(k, 6)
    scan[frac] = kubo(frac, V1, cases, meshes[frac.denominator])
for q in (3, 4, 5):
    for frac, val in scan.items():
        if frac != q and abs(frac - q) <= Fraction(1, 2):
            assert np.all(scan[Fraction(q)][:3] > val[:3])
contrast = scan[four] / (0.5 * (scan[Fraction(7, 2)] + scan[Fraction(9, 2)]))
assert contrast[3] < contrast[0]

# --- SdH structure: scan of chemical potential at fixed field ---
mus = np.linspace(0.17, 0.23, 25)
ripple = []
for temp in (10.0, 150.0):
    s = kubo(four, V1, [(m, temp, TAU) for m in mus], 18)
    z = (mus - mus.mean()) / np.ptp(mus)
    ripple.append(np.std(s - np.polyval(np.polyfit(z, s, 2), z)) / s.mean())
assert ripple[1] < 0.1 * ripple[0]

# --- neglected effects and convergence ---
mixed = {}
for frac in (Fraction(11, 3), four, third):
    mixed[frac] = np.mean([kubo(frac, V1, cases[:1], meshes[frac.denominator],
                                odd=r)[0] for r in (1.0, -1.0)])
assert mixed[four] > max(mixed[Fraction(11, 3)], mixed[third])
shift_basis = kubo(four, V1, cases[:1], 18,
                   cut=cutoffs(four, 1.4))[0] / scan[four][0] - 1
shift_whole = kubo(four, V1, cases[:1], 24)[0] / scan[four][0] - 1
shift_third = kubo(third, V1, cases[:1], 10)[0] / scan[third][0] - 1
shift_sixth = kubo(sixth, V1, cases[:1], 5)[0] / scan[sixth][0] - 1
assert abs(shift_basis) < 0.01
assert abs(shift_whole) < 0.01
assert abs(shift_third) < 0.02
assert abs(shift_sixth) < 0.02
# errors of a smaller basis and of a coarser mesh at twice the potential
strong12 = kubo(four, 2 * V1, cases[:1], 12)[0]
small_basis = kubo(four, 2 * V1, cases[:1], 12, cut=(22, 22))[0] / strong12 - 1
coarse_mesh = strong12 / kubo(four, 2 * V1, cases[:1], 24)[0] - 1

b4 = FLUX0 / (4 * AREA)
wts = level_weights(four, mu_a)
ffs = np.array([form_factor(n, four) for n in LEVELS])
w_rms = V1 * np.sqrt(np.sum(wts * ffs**2) / np.sum(wts))
wt = w_rms * TAU / HBAR
zeeman = 2 * sc.physical_constants['Bohr magneton in eV/T'][0] * b4

print(f"moire period {PERIOD:.1f} nm, cell area {AREA:.1f} nm^2")
print(f"G {GLEN:.4f} 1/nm, V1 {V1*1e3:.1f} meV, velocity {VF*1e6:.1e} m/s")
print(f"tau {TAU/1e3:.2f} ps, hbar/tau {HBAR/TAU*1e3:.2f} meV")
print(f"Brown-Zak frequency Phi_0/S {FLUX0/AREA:.2f} T")
for q in (3, 4, 5):
    print(f"field at Phi_0/{q}: {FLUX0/AREA/q:.2f} T")
for dens, mu in ((dens_a, mu_a), (dens_b, mu_b)):
    print(f"density {dens:.1e} cm^-2: mu {mu*1e3:.1f} meV, 2k_F "
          f"{2*mu/(HBAR*VF):.3f} 1/nm, SdH frequency {dens*1e-14*FLUX0/4:.2f} T")
    print(f"  mobility e tau v^2/mu {TAU*VF**2/mu*10:.0f} cm^2/Vs")
print(f"at phi=4, first density: l {np.sqrt(length2(four)):.2f} nm, "
      f"level spacing {spacing*1e3:.1f} meV")
print(f"kT at 150 K {kt*1e3:.2f} meV, X {x_th:.2f}, X/sinh X "
      f"{x_th/np.sinh(x_th):.2e}")
print(f"thermal rms w {w_rms*1e3:.3f} meV, w tau/hbar {wt:.3f}")
for frac in (four, sixth, third, Fraction(9, 2)):
    r_value = 1 - recurrence_loss(frac, wt, mesh=17)
    print(f"recurrence factor R at phi={frac}: {r_value:.4f}")
print("sigma_xx in e^2/h; columns: phi, B in T,")
print("A 3e12 cm^-2 150 K | B 4e12 150 K | C 3e12 250 K | D as A, tau/10")
for frac, val in scan.items():
    print(f"{str(frac):>5} {FLUX0/AREA/float(frac):6.2f} "
          + " ".join(f"{x:8.3f}" for x in val))
print("contrast sigma(4)/mean sigma(7/2,9/2), A B C D: "
      + " ".join(f"{x:.3f}" for x in contrast))
print(f"SdH relative ripple in mu (170-230 meV, phi=4): 10 K {ripple[0]:.4f}, "
      f"150 K {ripple[1]:.4f}")
print(f"phi=4, case A: sigma without moire {kubo(four, 0.0, cases[:1], 1)[0]:.3f}, "
      f"projected drift {drift_sigma(four, V1, mu_a, TAU):.3f} e^2/h")
print(f"drift velocity^2, full/formula {numeric_v2/formula_v2:.5f}; "
      f"weak-V1 drift sigma, full/formula {drift_ratio:.4f}")
print(f"largest relative error of short-tau loss law {worst_loss:.1e}")
print("with equal sublattice-odd term, phi=11/3, 4, 13/3: "
      + " ".join(f"{x:.3f}" for x in mixed.values()) + " e^2/h")
print(f"Zeeman splitting at phi=4 (g=2) {zeeman*1e3:.2f} meV")
print(f"phi change at phi=4 for 1% larger period {4*(1.01**-2-1):.3f}")
print(f"relative shift at phi=4: larger basis {shift_basis:.1e}, "
      f"finer mesh {shift_whole:.1e}")
print(f"relative shift, finer mesh: 13/3 {shift_third:.1e}, 25/6 {shift_sixth:.1e}")
print(f"V1 doubled, phi=4: relative error of a 22-level basis {small_basis:.1e}")
print(f"V1 doubled, phi=4: relative error of a 12x12 mesh {coarse_mesh:.1e}")
print("finished without a failed check")
```

Output:

```
moire period 14.0 nm, cell area 169.7 nm^2
G 0.5182 1/nm, V1 5.0 meV, velocity 1.0e+06 m/s
tau 0.50 ps, hbar/tau 1.32 meV
Brown-Zak frequency Phi_0/S 24.36 T
field at Phi_0/3: 8.12 T
field at Phi_0/4: 6.09 T
field at Phi_0/5: 4.87 T
density 3.0e+12 cm^-2: mu 202.1 meV, 2k_F 0.614 1/nm, SdH frequency 31.02 T
  mobility e tau v^2/mu 24744 cm^2/Vs
density 4.0e+12 cm^-2: mu 233.3 meV, 2k_F 0.709 1/nm, SdH frequency 41.36 T
  mobility e tau v^2/mu 21429 cm^2/Vs
at phi=4, first density: l 10.40 nm, level spacing 19.8 meV
kT at 150 K 12.93 meV, X 12.86, X/sinh X 6.69e-05
thermal rms w 0.446 meV, w tau/hbar 0.339
recurrence factor R at phi=4: 1.0000
recurrence factor R at phi=25/6: 0.7165
recurrence factor R at phi=13/3: 0.4999
recurrence factor R at phi=9/2: 0.4325
sigma_xx in e^2/h; columns: phi, B in T,
A 3e12 cm^-2 150 K | B 4e12 150 K | C 3e12 250 K | D as A, tau/10
  8/3   9.14    1.124    1.889    1.249    5.264
 17/6   8.60    1.613    2.709    1.742    5.810
    3   8.12    2.370    4.303    2.610    6.362
 19/6   7.69    1.765    2.857    1.934    6.913
 10/3   7.31    1.606    2.709    1.787    7.460
  7/2   6.96    1.749    2.917    1.908    8.016
 11/3   6.64    2.098    3.282    2.214    8.575
 23/6   6.36    2.779    4.024    2.835    9.127
    4   6.09    3.951    5.860    3.989    9.670
 25/6   5.85    3.076    4.654    3.189   10.200
 13/3   5.62    2.790    4.311    2.930   10.717
  9/2   5.41    2.908    4.369    3.030   11.235
 14/3   5.22    3.294    4.652    3.356   11.747
 29/6   5.04    4.159    5.665    4.125   12.244
    5   4.87    5.577    7.924    5.495   12.729
 31/6   4.72    4.618    6.756    4.680   13.198
 16/3   4.57    4.186    6.113    4.296   13.651
contrast sigma(4)/mean sigma(7/2,9/2), A B C D: 1.697 1.609 1.616 1.005
SdH relative ripple in mu (170-230 meV, phi=4): 10 K 1.3113, 150 K 0.0370
phi=4, case A: sigma without moire 1.398, projected drift 2.653 e^2/h
drift velocity^2, full/formula 0.99949; weak-V1 drift sigma, full/formula 0.9987
largest relative error of short-tau loss law 5.2e-04
with equal sublattice-odd term, phi=11/3, 4, 13/3: 3.251 12.398 4.579 e^2/h
Zeeman splitting at phi=4 (g=2) 0.71 meV
phi change at phi=4 for 1% larger period -0.079
relative shift at phi=4: larger basis -2.5e-04, finer mesh 2.9e-14
relative shift, finer mesh: 13/3 1.5e-07, 25/6 -1.6e-08
V1 doubled, phi=4: relative error of a 22-level basis 1.6e-02
V1 doubled, phi=4: relative error of a 12x12 mesh -1.6e-05
finished without a failed check
```
